# Thermal Coulomb-blockade peaks and the temperature read from them

**Problem.** Two devices show Coulomb-blockade conductance peaks in linear response. One is a GaAs quantum dot in which a single non-degenerate level carries the current. The other is a normal aluminium island with a practically continuous spectrum. Their model peaks have these full widths at half maximum (FWHM) on the gate axis:

- dot: 0.3038 mV, lever arm \(\alpha=0.10\);
- island: 1.8763 mV, lever arm \(\alpha=0.02\).

A gate change \(\Delta V_g\) shifts the energy for adding an electron by \(e\alpha\Delta V_g\) in magnitude. Broadening is thermal. Find both electron temperatures, and the error made when either peak is analysed with the other's line shape.

## A tempting solution

Let \(\delta\) be the energy needed to add one electron, measured from the common Fermi energy of the leads at zero bias, and let \(x=\delta/kT\). Conductance needs a partly filled lead state at energy \(\delta\), so one writes for both devices

\[
G\propto-\frac{\partial f}{\partial\delta}\propto\frac{1}{\cosh^2(x/2)},\qquad f(x)=\frac1{e^x+1}.
\]

Half height requires \(\cosh^2(x/2)=2\). Since \(\cosh x=2\cosh^2(x/2)-1\), this means \(\cosh x=3\), so \(x=\pm\ln(3+2\sqrt2)\) and

\[
W_{\rm level}=2\ln(3+2\sqrt2)\,kT=3.5255\,kT .
\]

The energy widths are \(0.10\times0.3038\) meV \(=30.38\) µeV and \(0.02\times1.8763\) meV \(=37.53\) µeV. Division by 3.5255 gives \(kT=8.617\) µeV for the dot and 10.644 µeV for the island, which are 100.0 mK and 123.5 mK. The island seems to be overheated. A least-squares fit of the whole peak seems to confirm it: it returns 123.7 mK and nowhere misses the curve by more than 0.14 % of the peak height.

## Where the fault lies

The dot's temperature is right and the island's is wrong. On the dot, an electron must enter at the one energy \(\delta\). On the island it may enter any empty state. The charging cost \(\delta\) can be paid partly by a lead electron above the Fermi energy and partly by a hole below the island's Fermi energy. The derivative of \(f\) does not count these alternatives. Both devices must be derived from their tunnelling rates.

## The conductance of two charge states

Assume \(e^2/C\gg kT\), so that near a peak two charge states matter, with probabilities \(P_0\) and \(P_1\) (one electron more). Assume also weak, sequential tunnelling. Barrier \(j=L,R\) adds an electron at rate \(w_j^+\) and removes one at rate \(w_j^-\). Its lead has electrochemical potential \(\mu_j\), with \(\mu_L-\mu_R=eV\) and \(e>0\). For electrons in thermal equilibrium on either side of the barrier,

\[
\frac{w_j^+}{w_j^-}=e^{-(\delta-\mu_j)/kT}.
\]

The net particle flow into the device through barrier \(j\) is

\[
J_j=P_0w_j^+-P_1w_j^-=P_1w_j^-\left(e^{A_j/kT}-1\right),
\]
\[
A_j=\mu_j-\delta+kT\ln\frac{P_0}{P_1}.
\]

At zero bias \(A_j=0\) and the flows in the two directions are equal. Call this one-way flow \(\gamma_j=P_0w_j^+=P_1w_j^-\). At small bias \(A_j\) is of first order in \(V\), so the prefactor may keep its equilibrium value:

\[
J_j=\gamma_j\frac{A_j}{kT}.
\]

In the stationary state \(J_L+J_R=0\), hence \(\gamma_LA_L=-\gamma_RA_R\). In the difference \(A_L-A_R=eV\), both \(\delta\) and the probabilities cancel. Therefore \(A_L=eV\gamma_R/(\gamma_L+\gamma_R)\), and with \(G=eJ_L/V\)

\[
G=\frac{e^2}{kT}\,\frac{\gamma_L\gamma_R}{\gamma_L+\gamma_R}.
\]

The barriers act as conductances \(e^2\gamma_j/kT\) in series. What remains is to find \(\gamma_j\).

## The level

For one non-degenerate level with energy-independent coupling, \(w_j^+=\Gamma_jf(x)\) and \(w_j^-=\Gamma_j[1-f(x)]\). In equilibrium \(P_1=f(x)\), so

\[
\gamma_j=\Gamma_jf(1-f)=\Gamma_j\frac{e^x}{(e^x+1)^2}=\frac{\Gamma_j}{4\cosh^2(x/2)},
\]
\[
G=\frac{e^2}{4kT}\,\frac{\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}\,\frac1{\cosh^2(x/2)}.
\]

The tempting formula is thus correct here, provided that \(\hbar\Gamma_j\ll kT\) and that \(kT\) is far below both the level spacing and the charging energy.

## The metallic island

Let the level spacing be far below \(kT\), the densities of states constant, and the barrier resistances far above \(h/e^2\). Barrier \(j\) has conductance \(G_j\). With \(F(E)=1/(e^{E/kT}+1)\), the zero-bias rate for entering is

\[
w_j^+=\frac{G_j}{e^2}\int_{-\infty}^{\infty}F(E)\,[1-F(E-\delta)]\,dE .
\]

The prefactor is fixed by the barrier alone: without charging, a bias \(V\) gives the net rate \((G_j/e^2)\int[F(E-eV)-F(E)]dE=G_jV/e\), which is Ohm's law.

To do the integral, write \(a=E/kT\) and \(b=(E-\delta)/kT\). Then

\[
f(a)[1-f(b)]=\frac{e^b}{(1+e^a)(1+e^b)},
\]
\[
f(b)-f(a)=\frac{e^a-e^b}{(1+e^a)(1+e^b)}.
\]

Their ratio is \(1/(e^{a-b}-1)=1/(e^x-1)\), independent of \(E\). The integral of \(F(E-\delta)-F(E)\) is \(\delta\), the area between two steps displaced by \(\delta\). Thus

\[
w_j^+=\frac{G_j}{e^2}\,\frac{\delta}{e^x-1}.
\]

In equilibrium \(P_1/P_0=e^{-x}\), so \(P_0=1/(1+e^{-x})\), and

\[
\gamma_j=P_0w_j^+=\frac{G_jkT}{e^2}\,\frac{x}{(1+e^{-x})(e^x-1)}
=\frac{G_jkT}{e^2}\,\frac{x}{2\sinh x},
\]

because the product in the denominator is \(e^x-1+1-e^{-x}\). The series formula gives

\[
G=\frac12\,\frac{G_LG_R}{G_L+G_R}\,\frac{x}{\sinh x}.
\]

As \(x\to0\), \(x/\sinh x\to1\). Half height is at \(\sinh x=2x\), whose positive root is \(x=2.1773\), so

\[
W_{\rm metal}=4.3546\,kT .
\]

The island's temperature follows from \(37.53/4.3546=8.62\) µeV, which is 100 mK. There is no overheating.

The tails show the extra freedom directly. For \(x\gg1\) the normalized level peak tends to \(4e^{-x}\), the metallic one to \(2xe^{-x}\). The factor \(x\) counts the ways of sharing the cost: for \(E\) between 0 and \(\delta\), away from the ends, the integrand is about \(e^{-E/kT}e^{-(\delta-E)/kT}=e^{-x}\), whatever the division.

Both results were tested against stationary master equations solved at a bias of \(10^{-3}kT/e\), with the metallic rates integrated numerically and four charge states kept. For barriers in the ratio 1:3 and six values of \(x\) from \(-6\) to 4, the conductances agreed within a relative \(10^{-5}\).

## The temperature error

**Matching the FWHM.** The ratio of widths is \(r=4.3546/3.5255=1.2352\). The level formula applied to a metallic peak gives \(rT\), an error of +23.5 % relative to the true temperature. The metallic formula applied to the dot gives \(T/r\), or 81.0 mK instead of 100 mK, an error of −19.0 %.

**Least squares over the whole peak.** Put \(m(x)=x/\sinh x\) and \(s(x)=1/\cosh^2(x/2)\). Fit \(m(x)\) by \(c\,s(x/t)\), where \(t\) is the false temperature divided by the true one. Let the height \(c\) be free, the centre known, the background zero and all points equally weighted. With

\[
K(t)=\int m(x)\,s(x/t)\,dx,\quad M=\int m^2dx,\quad S=\int s^2dx,
\]

the squared misfit is \(M-2cK+c^2tS\), since \(\int s(x/t)^2dx=tS\). It is smallest at \(c=K/(tS)\), where it equals \(M-K^2/(tS)\). The best \(t\) therefore maximizes \(K(t)^2/t\), and numerically \(t=1.2372\), or 123.7 mK.

For the opposite mistake, \(s(x)\) is fitted by \(c\,m(x/t')\). The substitution \(x=t'u\) gives

\[
\int s(x)\,m(x/t')\,dx=t'\!\int s(t'u)\,m(u)\,du=t'K(1/t').
\]

The quantity to maximize is now \([t'K(1/t')]^2/t'=t'K(1/t')^2\). With \(t=1/t'\) this is again \(K(t)^2/t\), so \(t'=1/1.2372=0.8083\), or 80.8 mK. The two factors are reciprocal under the stated fitting conditions. A truncated window need not preserve this, because the substitution changes its limits.

**Fitting the top alone.** Near the maximum \(s(x/t)\simeq1-x^2/(4t^2)\) and \(m(x)\simeq1-x^2/6\). Equal curvature requires \(t^2=3/2\), so \(t=1.2247\). A fit within \(0.3\,kT\) of the top gives 1.2250.

The three rules put the excess between 22.5 % and 23.7 %. The whole-peak fit leaves a largest misfit of 0.14 % of the peak in either direction. The shapes are almost the same curve on different scales, so data with noise above this level at each point can look well fitted while the temperature is 24 % too high or 19 % too low, depending on which shape is misapplied.

## What tells the two cases apart

Peak height does, if the barriers are held fixed while temperature changes. Take \(\hbar\Gamma_L=\hbar\Gamma_R=0.10\) µeV for the dot. Then

\[
G_{\max}=\frac{e^2}{\hbar}\,\frac{0.05}{4\times8.617}=0.353\ \text{µS},
\]

which falls to 0.177 µS at 200 mK. These are sequential-tunnelling values; lifetime broadening lowers them by about 0.6 % and 0.3 %, respectively. For the island, two 1 MΩ barriers give \(\tfrac12\times\tfrac12\) µS \(=0.25\) µS at both temperatures in sequential tunnelling; virtual tunnelling lowers this by roughly 1 %, slightly less at 200 mK. For sequential tunnelling and \(kT\ll e^2/C\), the metallic height stays constant because the number of usable electron–hole pairs grows as \(kT\) and cancels the \(1/kT\) in the series formula.

A width proportional to \(T\) does not discriminate, since both shapes have it. Nor does a lever arm calibrated from the same peak. If \(\alpha=W_0kT_0/(e\Delta V_{g,0})\) is found at a known \(T_0\) with an assumed width coefficient \(W_0\), a later reading gives

\[
T=\frac{e\alpha\Delta V_g}{W_0k}=T_0\frac{\Delta V_g}{\Delta V_{g,0}} .
\]

The coefficient cancels: the temperature is right and the lever arm carries the error. The errors above apply when \(\alpha\) is known independently.

## Between the limits

Suppose the island has evenly spaced, non-degenerate, equally coupled levels, a fixed electron number \(N\) before tunnelling, and relaxation fast enough to keep each charge state in internal equilibrium. The series formula still holds, with

\[
\gamma_j=\Gamma_jP_N\sum_p(1-n_p)\,f\!\left(\frac{\varepsilon_p+\phi}{kT}\right),
\]

where \(\varepsilon_p\) are the level energies, \(n_p\) their mean occupations at fixed \(N\), and \(\phi\) is the offset set by the gate. The computed FWHM is \(3.526\,kT\) for a spacing of \(10\,kT\), 3.918 for \(3\,kT\), 4.263 for \(1\,kT\) and 4.334 for \(0.25\,kT\). Linear extrapolation of the values at 0.5 and \(0.25\,kT\) to zero spacing gives 4.356, close to the metallic 4.355. At a spacing of \(3\,kT\) neither formula serves: from the FWHM, the level formula reads \(3.918/3.526\), or 11 % high, and the metallic formula 10 % low.

Spin degeneracy is another exception. If charging forbids double occupation, an empty level can be filled in two ways: \(w_j^+=2\Gamma_jf\), \(w_j^-=\Gamma_j(1-f)\). The factor 2 adds the same \(kT\ln2\) to \(A_L\) and \(A_R\), so the series formula survives. Now \(P_0=1/(1+2e^{-x})\) and

\[
\gamma_j=\frac{2\Gamma_j}{(e^x+1)(1+2e^{-x})}=\frac{2\Gamma_j}{3+2\sqrt2\cosh y},
\]

with \(y=x-\tfrac12\ln2\), because \(e^x+2e^{-x}=2\sqrt2\cosh y\). The peak moves by \(0.347\,kT\). Half height requires \(3+2\sqrt2\cosh y=2(3+2\sqrt2)\), or \(\cosh y=2+3/(2\sqrt2)\), and the FWHM is \(3.568\,kT\), 1.2 % above the non-degenerate value.

## The model beside real devices

The parameters are rough values for a GaAs lateral dot and an aluminium single-electron transistor. The dot has a charging energy of 1000 µeV (\(116\,kT\)) and an orbital spacing of 300 µeV (\(35\,kT\)). The island has \(e^2/C=500\) µeV (\(58\,kT\)), and for \(1000\times100\times30\) nm a free-electron estimate of its level spacing is \(0.002\,kT\). An in-plane field of 5 T keeps the aluminium normal and splits the dot's spin states by \(15\,kT\) for a \(g\)-factor of magnitude 0.44. At zero field the spin-degenerate dot's peak is wider by the 1.2 % just found. In a weak field the change can be larger: with equally coupled spin states and double occupation forbidden, it reaches about 6 % when the splitting is near \(2\,kT\). A superconducting island violates the assumption of a constant density of states. Averaging the dot's peak over a Lorentzian lifetime width of 0.20 µeV widens it by 0.44 %. A steady bias of 2 µV, split equally between the leads about \(\delta\), widens the dot's peak by 0.14 % and the island's by 0.07 %. The way the bias is applied matters: with a lock-in excitation of 2 µV rms on one lead, and \(\delta\) fixed relative to the other, the figures are about 0.8 % and 0.5 %.

For the island, the largest correction estimated here is virtual tunnelling. At zero temperature the golden rule gives a rate \(G_\Sigma\omega/e^2\) at energy gain \(\omega\), where \(G_\Sigma=G_L+G_R\). Equating it to \(2\pi/\hbar\) times the squared coupling per unit energy makes the latter \(a\omega\), with \(a=hG_\Sigma/(4\pi^2e^2)=0.00131\). Second-order shifts of the two charge states change their energy difference by

\[
-a\int\omega\left[\frac1{\omega-\delta}-\frac1{\omega+\delta}\right]d\omega\simeq-2a\delta\ln\frac{e^2/C}{kT},
\]

with the integral cut off at \(kT\) below and \(e^2/C\) above, and \(|\delta|\ll\omega\). This shrinks \(\delta\) by roughly 1 % at a given gate voltage and widens the gate peak by about as much. It is a leading-logarithm estimate and grows with barrier conductance. At the stated settings, with the 5 T field on, the shifts estimated here are small beside the error from the wrong line shape, but an error in the lever arm enters the temperature in full proportion. The numerical output lists the remaining digits.

## Computed results

```
temperature: 100.0 mK; kT: 8.617 ueV
level FWHM, formula: 3.5255 kT
level FWHM, master equation: 3.5255 kT
metal half width, root of sinh x = 2x: 2.1773 kT
metal FWHM, formula: 4.3546 kT
metal FWHM, master equation: 4.3546 kT
width ratio metal/level: 1.2352
FWHM at level spacing 0.25 kT: 4.3341 kT
FWHM at level spacing 0.50 kT: 4.3122 kT
FWHM at level spacing 1.00 kT: 4.2630 kT
FWHM at level spacing 3.00 kT: 3.9183 kT
FWHM at level spacing 10.00 kT: 3.5260 kT
FWHM extrapolated to zero spacing: 4.3561 kT
dot: charging 1000 ueV, orbital spacing 300 ueV
dot: hbar*Gamma per barrier 0.10 ueV, lever arm 0.10
dot: charging/kT 116.0, orbital spacing/kT 34.8
metal: e^2/C 500 ueV, e^2/(C kT) 58.0
metal: barrier 1.0 Mohm each, lever arm 0.02
dot FWHM: 30.38 ueV
dot FWHM on gate: 0.3038 mV
metal FWHM: 37.53 ueV
metal FWHM on gate: 1.8763 mV
dot peak G at T, 2T: 0.3531, 0.1765 uS
metal peak G at T, 2T: 0.2500, 0.2500 uS
False temperatures (true value above):
metal peak, level formula, FWHM: 123.5 mK, error +23.5 %
dot peak, metal formula, FWHM: 81.0 mK, error -19.0 %
metal peak, level fit, least squares: 123.7 mK, error +23.7 %
dot peak, metal fit, least squares: 80.8 mK, error -19.2 %
least-squares factors: 1.2372, 0.8083; product 1.00000
factor from overlap integral: 1.2372
factor from fit within 0.3 kT of top: 1.2250; sqrt(3/2) = 1.2247
largest misfit, level fit to metal: 0.14 % of peak
largest misfit, metal fit to dot: 0.14 % of peak
Neglected effects:
field 5.0 T, g 0.44: Zeeman 127.3 ueV = 14.8 kT
dot FWHM with this splitting: 3.5255 kT
dot FWHM, spin-degenerate: 3.5679 kT, change +1.20 %
spin-degenerate peak shift: 0.347 kT
dot FWHM change, lifetime: +0.44 %
excitation: 2.0 uV, eV/kT 0.232
FWHM change, excitation: dot +0.14 %, metal +0.07 %
island size: 1000 x 100 x 30 nm
island level spacing: 0.0143 ueV = 0.00166 kT
virtual tunnelling: a = 0.00131, 2a ln(E_C/kT) = 1.06 %
```
